# Harmonic Transition-State Desorption Rates and the Prefactor Set by Vibrations: a program that tests the result

```python
# Result under test: harmonic transition-state desorption rate
#   k = (kB T/h) (Qts/Qwell) exp(-E0/(kB T)),
# Q = product of 1/(1-exp(-h nu/(kB T))), counted from the ground level,
# E0 = classical height + zero-point energy of saddle - that of well.
# For a free exit plane Qts = (site area/lambda^2) * (kB T/(h c B)),
# lambda = thermal wavelength, B = rotational constant (wavenumber).
# The model adsorbate is a rigid linear molecule with five external modes.
import numpy as np
from scipy.constants import h, hbar, k as kB, c, e, atomic_mass
from scipy.integrate import quad
from scipy.special import ive

WN = h * c * 100.0                      # energy of 1 cm^-1 in J
mass = 30 * atomic_mass
B = 2.0                                 # cm^-1
area = 0.08e-18                         # m^2
side = np.sqrt(area)
height = 1.5 * e                        # J
well = np.array([400., 60., 60., 400., 400.])
saddle = np.array([50., 50., 200., 200.])
T0 = 500.0
assumed = 1e13                          # s^-1, the customary prefactor


def reduced(nu, T):
    return WN * np.asarray(nu) / (kB * T)


def q_modes(nu, T):
    return 1.0 / (-np.expm1(-reduced(nu, T)))


def thermal_length(T):
    return h / np.sqrt(2 * np.pi * mass * kB * T)


def q_exit(kind, T):
    if kind == "tight":
        return np.prod(q_modes(saddle, T))
    return area / thermal_length(T)**2 * kB * T / (WN * B)


def prefactor(kind, T):
    return kB * T / h * q_exit(kind, T) / np.prod(q_modes(well, T))


def barrier(kind):
    zero_point = saddle.sum() / 2 if kind == "tight" else 0.0
    return height + WN * (zero_point - well.sum() / 2)


def ln_rate(kind, T):
    return np.log(prefactor(kind, T)) - barrier(kind) / (kB * T)


def mode_energy(nu, T):                 # in units of kB T
    u = reduced(nu, T)
    return np.sum(u / np.expm1(u))


def arrhenius(kind, T):
    """Activation energy (J) and prefactor from energies and entropies."""
    e_well = mode_energy(well, T)
    e_exit = mode_energy(saddle, T) if kind == "tight" else 2.0
    s_well = e_well + np.log(np.prod(q_modes(well, T)))
    s_exit = e_exit + np.log(q_exit(kind, T))
    energy = barrier(kind) + kB * T * (1 + e_exit - e_well)
    return energy, np.e * kB * T / h * np.exp(s_exit - s_well)


# --- one-way flux integral, momentum in thermal units
p_unit = np.sqrt(mass * kB * T0)
flux = quad(lambda p: p * np.exp(-p * p / 2), 0, 40)[0] * p_unit**2 / mass / h
assert abs(flux / (kB * T0 / h) - 1) < 1e-8

# --- oscillator partition function from a diagonalized Hamiltonian
dx = 0.1
idx = np.arange(-200, 201)
diff = idx[:, None] - idx[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2)
levels = np.linalg.eigvalsh(kinetic / dx**2 + np.diag((idx * dx)**2 / 2))
for nu in (60.0, 400.0):
    u = reduced(nu, T0)
    from_levels = np.exp(-u * levels).sum()
    from_formula = q_modes(nu, T0) * np.exp(-u / 2)
    assert abs(from_levels / from_formula - 1) < 1e-6


# --- classical rates by configuration integrals; unit mass and unit cell
def saddle_potential(x, y, z):
    lateral = 2 - np.cos(2 * np.pi * x) - np.cos(2 * np.pi * y)
    return 3 * z**2 - 2 * z**3 + 0.6 * np.exp(-1.5 * z) * lateral


def open_potential(x, y, z):
    lateral = 2 - np.cos(2 * np.pi * x) - np.cos(2 * np.pi * y)
    return (1 - np.exp(-2 * z))**2 + 0.3 * np.exp(-2 * z) * lateral


def curvatures(potential, point):
    step = 1e-3
    unit = np.eye(3) * step
    hess = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            for si in (1, -1):
                for sj in (1, -1):
                    r = np.array(point) + si * unit[i] + sj * unit[j]
                    hess[i, j] += si * sj * potential(*r) / (4 * step**2)
    return np.linalg.eigvalsh(hess)


grid = np.arange(80) / 80 - 0.5


def well_integral(potential, temp, z_low, z_high):
    z = np.linspace(z_low, z_high, 401)
    v = potential(grid[:, None, None], grid[None, :, None], z[None, None, :])
    return np.exp(-v / temp).sum() / 80**2 * (z[1] - z[0])


omega_well = np.sqrt(curvatures(saddle_potential, (0, 0, 0)))
curv_top = curvatures(saddle_potential, (0, 0, 1))
assert np.sum(curv_top < 0) == 1
omega_top = np.sqrt(curv_top[curv_top > 0])
omega_open = np.sqrt(curvatures(open_potential, (0, 0, 0)))
error_saddle, error_open = [], []
for temp in (0.01, 0.005):
    speed = np.sqrt(temp / (2 * np.pi))
    v_top = saddle_potential(grid[:, None], grid[None, :], 1.0)
    top = np.exp(-(v_top - 1) / temp).mean()
    exact = speed * top / well_integral(saddle_potential, temp, -1, 1)
    harmonic = np.prod(omega_well) / np.prod(omega_top) / (2 * np.pi)
    error_saddle.append(exact / harmonic - 1)
    exact = speed / well_integral(open_potential, temp, -0.6, 1.5)
    harmonic = 2 * np.pi * np.prod(omega_open / (2 * np.pi)) / temp
    error_open.append(exact / harmonic - 1)
for err in (error_saddle, error_open):
    assert abs(err[0]) < 0.05
    assert 1.7 < err[0] / err[1] < 2.4  # leading error is linear in T

# --- quantum correction at high T, and the frozen-mode limit


def ln_quantum_over_classical(T):
    classical = np.log(100 * c * np.prod(well) / np.prod(saddle))
    return ln_rate("tight", T) - classical + height / (kB * T)


series = (np.sum(reduced(well, 2000)**2)
          - np.sum(reduced(saddle, 2000)**2)) / 24
assert abs(ln_quantum_over_classical(2000.0) / series - 1) < 0.01
assert abs(prefactor("tight", 3.0) / (kB * 3.0 / h) - 1) < 1e-6

# --- free translation and rotation by explicit sums over states
lam = thermal_length(T0)
n = np.arange(-40000, 40001)
box_sum = np.exp(-np.pi * (n * lam / (100 * side))**2).sum() / 100
assert abs(box_sum / (side / lam) - 1) < 1e-6
J = np.arange(0, 300)
rotor_sum = ((2 * J + 1) * np.exp(-reduced(B, T0) * J * (J + 1))).sum()
q_rot = kB * T0 / (WN * B)
assert abs(rotor_sum / q_rot - 1) < 0.005

# --- tilts: angular quadrature against free rotor over two librators
stiff = WN * 400.0**2 / (2 * B)         # moment of inertia * omega^2
tilt_error = []
for T in (500.0, 50.0):
    def weight(s):                      # s = 1 - cos(tilt angle)
        v = height * (-np.expm1(-stiff * s / height))
        return np.exp(-v / (kB * T))
    cut = 40 * kB * T / stiff
    bound = quad(weight, 0, cut)[0] + quad(weight, cut, 2)[0]
    classical = (kB * T / (WN * B)) / (1 / reduced(400.0, T))**2
    tilt_error.append((2 / bound) / classical - 1)
assert abs(tilt_error[0]) < 0.05 and abs(tilt_error[1]) < 0.005


# --- hindered translation: classical formula against Bloch states
def corrugation(nu):
    omega = 2 * np.pi * c * 100 * nu
    return mass * omega**2 * (side / (2 * np.pi))**2


def q_hindered(nu, T):
    return side / thermal_length(T) * ive(0, corrugation(nu) / (kB * T))


def q_bloch(nu, T):
    waves = np.arange(-60, 61)
    amp = corrugation(nu)
    coupling = -amp / 2 * (np.eye(121, k=1) + np.eye(121, k=-1))
    total = 0.0
    for shift in (np.arange(8) + 0.5) / 8 - 0.5:
        kin = (hbar * 2 * np.pi / side * (waves + shift))**2 / (2 * mass)
        ev = np.linalg.eigvalsh((np.diag(kin + amp) + coupling) / (kB * T))
        total += np.exp(-ev).sum() / 8
    return total


for nu in (60.0, 50.0, 5.0):
    assert abs(q_bloch(nu, T0) / q_hindered(nu, T0) - 1) < 2e-3


def hindered_over_harmonic(nu):
    return q_hindered(nu, T0) * reduced(nu, T0)


# --- Arrhenius energy and prefactor against numerical slopes
for kind in ("tight", "free"):
    dT = 0.05
    slope = (ln_rate(kind, T0 + dT) - ln_rate(kind, T0 - dT)) / (2 * dT)
    e_num = kB * T0**2 * slope
    a_num = np.exp(ln_rate(kind, T0) + e_num / (kB * T0))
    e_act, a_act = arrhenius(kind, T0)
    assert abs(e_num / e_act - 1) < 1e-6
    assert abs(a_num / a_act - 1) < 1e-4

# --- printed numbers
print(f"Mass {mass/atomic_mass:.0f} u; B {B:.1f} cm^-1; "
      f"site area {area*1e18:.2f} nm^2")
print(f"Classical height {height/e:.2f} eV; assumed A {assumed:.0e} s^-1")
print("Well modes (cm^-1):", *[f"{v:.0f}" for v in well])
print("Saddle modes (cm^-1):", *[f"{v:.0f}" for v in saddle])
print(f"Main temperature {T0:.0f} K; kB T = {kB*T0/e:.5f} eV")
print(f"kB T/(hc) = {kB*T0/WN:.2f} cm^-1; kB T/h = {kB*T0/h:.4e} s^-1")
for nu in (400., 200., 60., 50.):
    print(f"Mode {nu:.0f} cm^-1: u = {reduced(nu, T0):.4f}, "
          f"q = {q_modes(nu, T0):.4f}")
print(f"Q well = {np.prod(q_modes(well, T0)):.2f}")
print(f"Q tight saddle = {q_exit('tight', T0):.2f}")
print(f"Thermal wavelength = {lam*1e9:.5f} nm")
print(f"Free translation q = {area/lam**2:.2f}; free rotation q = {q_rot:.2f}")
print(f"Q free plane = {q_exit('free', T0):.4e}")
for kind in ("tight", "free"):
    rate = np.exp(ln_rate(kind, T0))
    e_act, a_act = arrhenius(kind, T0)
    inferred = kB * T0 * np.log(assumed / rate)
    print(f"[{kind}] E0 = {barrier(kind)/e:.4f} eV; "
          f"A0 = {prefactor(kind, T0):.3e} s^-1")
    print(f"[{kind}] Q ratio = {prefactor(kind, T0)*h/(kB*T0):.3f}; "
          f"A0/assumed = {prefactor(kind, T0)/assumed:.3f}")
    print(f"[{kind}] rate = {rate:.3e} s^-1; lifetime = {1/rate:.3e} s")
    print(f"[{kind}] Arrhenius E = {e_act/e:.4f} eV; A = {a_act:.3e} s^-1")
    print(f"[{kind}] energy inferred with assumed A = {inferred/e:.4f} eV; "
          f"minus E0 = {(inferred-barrier(kind))/e:.4f} eV")
print(f"Tight classical prefactor (with classical height) = "
      f"{100*c*np.prod(well)/np.prod(saddle):.3e} s^-1")
print(f"Tight quantum/classical rate = "
      f"{np.exp(ln_quantum_over_classical(T0)):.4f}")
for T in (300., 500., 700.):
    print(f"{T:.0f} K: kB T/h {kB*T/h:.3e}, A0 tight "
          f"{prefactor('tight', T):.3e}, A0 free "
          f"{prefactor('free', T):.3e} s^-1")
for nu in (60., 50., 20., 5.):
    print(f"Lateral {nu:.0f} cm^-1: C = {corrugation(nu)/e:.5f} eV, "
          f"hindered/harmonic q = {hindered_over_harmonic(nu):.4f}")
well_fix = hindered_over_harmonic(60.)**2
print(f"Lateral anharmonic rate factor: tight "
      f"{hindered_over_harmonic(50.)**2/well_fix:.3f}, "
      f"free {1/well_fix:.3f}")
print("Test saddle, exact/harmonic - 1 at kT/height 0.01, 0.005: "
      f"{error_saddle[0]:.5f}, {error_saddle[1]:.5f}")
print("Test open well, exact/harmonic - 1 at kT/depth 0.01, 0.005: "
      f"{error_open[0]:.5f}, {error_open[1]:.5f}")
print(f"Tilt quadrature/harmonic - 1 at 500 K, 50 K: "
      f"{tilt_error[0]:.4f}, {tilt_error[1]:.4f}")
print("finished without a failed check")
```

Output:

```
Mass 30 u; B 2.0 cm^-1; site area 0.08 nm^2
Classical height 1.50 eV; assumed A 1e+13 s^-1
Well modes (cm^-1): 400 60 60 400 400
Saddle modes (cm^-1): 50 50 200 200
Main temperature 500 K; kB T = 0.04309 eV
kB T/(hc) = 347.52 cm^-1; kB T/h = 1.0418e+13 s^-1
Mode 400 cm^-1: u = 1.1510, q = 1.4627
Mode 200 cm^-1: u = 0.5755, q = 2.2853
Mode 60 cm^-1: u = 0.1727, q = 6.3063
Mode 50 cm^-1: u = 0.1439, q = 7.4623
Q well = 124.45
Q tight saddle = 290.82
Thermal wavelength = 0.01425 nm
Free translation q = 393.71; free rotation q = 173.76
Q free plane = 6.8411e+04
[tight] E0 = 1.4492 eV; A0 = 2.435e+13 s^-1
[tight] Q ratio = 2.337; A0/assumed = 2.435
[tight] rate = 6.018e-02 s^-1; lifetime = 1.662e+01 s
[tight] Arrhenius E = 1.4883 eV; A = 6.043e+13 s^-1
[tight] energy inferred with assumed A = 1.4108 eV; minus E0 = -0.0383 eV
[free] E0 = 1.4182 eV; A0 = 5.727e+15 s^-1
[free] Q ratio = 549.724; A0/assumed = 572.719
[free] rate = 2.907e+01 s^-1; lifetime = 3.440e-02 s
[free] Arrhenius E = 1.3996 eV; A = 3.726e+15 s^-1
[free] energy inferred with assumed A = 1.1446 eV; minus E0 = -0.2736 eV
Tight classical prefactor (with classical height) = 6.907e+13 s^-1
Tight quantum/classical rate = 1.1469
300 K: kB T/h 6.251e+12, A0 tight 1.403e+13, A0 free 5.978e+15 s^-1
500 K: kB T/h 1.042e+13, A0 tight 2.435e+13, A0 free 5.727e+15 s^-1
700 K: kB T/h 1.459e+13, A0 tight 3.191e+13, A0 free 4.636e+15 s^-1
Lateral 60 cm^-1: C = 0.08048 eV, hindered/harmonic q = 1.1016
Lateral 50 cm^-1: C = 0.05589 eV, hindered/harmonic q = 1.1447
Lateral 20 cm^-1: C = 0.00894 eV, hindered/harmonic q = 0.9379
Lateral 5 cm^-1: C = 0.00056 eV, hindered/harmonic q = 0.2818
Lateral anharmonic rate factor: tight 1.080, free 0.824
Test saddle, exact/harmonic - 1 at kT/height 0.01, 0.005: 0.00942, 0.00453
Test open well, exact/harmonic - 1 at kT/depth 0.01, 0.005: -0.02359, -0.01172
Tilt quadrature/harmonic - 1 at 500 K, 50 K: -0.0296, -0.0029
finished without a failed check
```
